# Net ambipolar power in a capacitive discharge with modulated electron temperature, part 1

(Sections cited here and not found follow in the second part.)

## The power of the density-gradient field

In a low-pressure capacitive discharge the radio-frequency current pushes electrons back and forth between a dense centre and a thinner plasma near the electrodes. The density gradient is accompanied by an electric field that holds the mobile electrons back and draws the heavy ions outward. Electrons moving towards the centre gain energy from this ambipolar field, and electrons moving towards the electrode lose energy to it. Both exchanges are large, and the question is what remains after a full period. At constant temperature the two cancel for a purely alternating electron flow; a steady outflow adds a loss that is treated separately below. If the temperature oscillates at the drive frequency, the field is stronger in one part of the period than in another, and the outcome depends on the phase between temperature and current.

Consider one side of the discharge, from its centre at $x=0$ to the innermost position of the sheath edge at $x=d$. The $x$ axis points towards the electrode. The algebra uses atomic units: the electron has mass 1 and charge $-1$, and the temperature $T$ is an energy. The plasma is quasi-neutral, with the same density $n(x)$ of electrons and of singly charged ions. This density is static because the ions are too heavy to follow the drive. Its end values are

$$
n(0)=n_0,\qquad n(d)=n_s,\qquad \Lambda=\ln\frac{n_0}{n_s}.
$$

For a density that is lower at the sheath edge than at the centre, $\Lambda$ is positive. The temperature depends on time but not on position within this side.

Let $u$ be the mean electron velocity, $\Gamma_e=nu$ the electron flux, and $\nu$ the frequency of momentum-changing collisions with the gas, taken as constant. The electron pressure is taken to be the scalar $nT$. Newton's second law for the electrons in a unit volume is then

$$
n\left(\partial_t u+u\,\partial_x u\right)=-nE-\partial_x(nT)-n\nu u .
$$

The first force is negative because the electron charge is negative. A small drag, due to new electrons that are born at rest and must be accelerated, has been left out. Division by $n$ and solution for the field give

$$
E=-\frac{1}{n}\partial_x(nT)-\nu u-\left(\partial_t u+u\,\partial_x u\right).
$$

The product rule separates the pressure term into two parts:

$$
-\frac{1}{n}\partial_x(nT)=-T\,\partial_x\ln n-\partial_xT .
$$

The second part vanishes here because $T$ is uniform. The first is the ambipolar field,

$$
E_a=-T\,\partial_x\ln n .
$$

Where the density falls towards the electrode, $E_a$ is positive. It pushes ions outward and electrons inward.

The same field follows from the kinetic equation, which confirms its sign and size. An electron has acceleration $-E$, so a stationary, collisionless distribution $f(x,v)$ obeys $v\,\partial_xf-E\,\partial_vf=0$. For the Maxwellian $f=n(x)e^{-v^2/2T}$ with constant $T$,

$$
v\,\partial_xf-E\,\partial_vf
=v\left(\partial_xn+\frac{nE}{T}\right)e^{-v^2/2T}.
$$

This vanishes for every $v$ if $E=-T\,\partial_x\ln n$. The ambipolar field is thus the field in which a warm electron gas can rest on a density slope.

The electron flux is fixed by charge conservation. In a quasi-neutral region whose displacement current is neglected, the total current density $j$ is the same at every $x$. Count $j$ as positive towards the electrode. Ions with flux $\Gamma_i$ contribute $+\Gamma_i$ to it, and electrons contribute $-\Gamma_e$. Hence

$$
j(t)=\Gamma_i(x)-\Gamma_e(x,t),\qquad
\Gamma_e(x,t)=\Gamma_i(x)-j(t).
$$

The ion flux is taken as static. It need not vanish: a steady plasma loses ions to its boundaries and replaces them by ionization. Ionization creates charges in pairs and therefore does not disturb the uniformity of $j$.

The electric field does work on electrons at the rate electron current times field. Since the electron current is $-\Gamma_e=j-\Gamma_i$, the ambipolar power per volume is

$$
(j-\Gamma_i)E_a=-jT\,\partial_x\ln n+\Gamma_iT\,\partial_x\ln n .
$$

Take first the part that contains the radio-frequency current. Neither $j$ nor $T$ depends on $x$, so both leave the integral:

$$
P_{\rm rf}(t)=-jT\int_0^d\partial_x\ln n\,dx
=-jT\left[\ln n_s-\ln n_0\right]
=j(t)\,T(t)\,\Lambda .
$$

For positive $j$ the radio-frequency part of the electron motion is inward, up the density gradient, and the power is positive. Half a period later it is outward and the power is negative. The shape of the profile between the ends has dropped out, because the integrand is the derivative of $\ln n$.

Let the current and the temperature be

$$
j=j_1\cos\omega t,\qquad
T=T_0+T_1\cos(\omega t-\varphi),
$$

with positive amplitudes, so that $\varphi$ is the lag of the temperature behind the current. Then

$$
P_{\rm rf}=\Lambda j_1T_0\cos\omega t
+\Lambda j_1T_1\cos\omega t\,\cos(\omega t-\varphi).
$$

The first term has zero mean. In the second, the product of cosines is

$$
\cos\omega t\,\cos(\omega t-\varphi)
=\tfrac12\left[\cos\varphi+\cos(2\omega t-\varphi)\right].
$$

The term at $2\omega$ has zero mean as well. With angle brackets for the average over a period, the net ambipolar power per area delivered by the radio-frequency current is

$$
S_{\rm rf}=\langle P_{\rm rf}\rangle
=\tfrac12\,j_1T_1\Lambda\cos\varphi .
$$

At $\varphi=\pm90^\circ$, temperature and current are in quadrature and $S_{\rm rf}=0$. The result also vanishes for an isothermal plasma, $T_1=0$, and for equal end densities, $\Lambda=0$. It is positive if the electrons are hotter while they move inward than while they move outward. For $90^\circ<\varphi\le180^\circ$ it is negative, and the field takes energy from the electrons on average. Higher harmonics of the temperature would not alter $S_{\rm rf}$ for this sinusoidal current, since each has zero mean product with $\cos\omega t$.

For a numerical example, take rough parameters of an argon processing discharge driven at 13.56 MHz and 50 mTorr. The section is 12 mm long, with $n_0=10^{10}$ cm$^{-3}$ and $n_s=3\times10^9$ cm$^{-3}$. The current amplitude is 2 mA/cm$^2$, $T_0=3$ eV, and $T_1=0.3$ eV. The modulation and its lag of $60^\circ$ are chosen, not obtained from a self-consistent discharge calculation. In laboratory units the formula contains $T_1/e$, which is 0.3 V, and one volt times one mA/cm$^2$ is one mW/cm$^2$. With $\Lambda=\ln(10/3)=1.204$,

$$
S_{\rm rf}=\tfrac12\times2\times0.3\times1.204\times0.5
=0.181\ \mathrm{mW/cm^2}.
$$

This equals 0.113 eV/(s Å$^2$). With everything but the lag held fixed, the power is 0.361 mW/cm$^2$ at zero lag, zero at $90^\circ$, and $-0.361$ mW/cm$^2$ at $180^\circ$. The instantaneous power at $60^\circ$ lag reaches 7.6 mW/cm$^2$, about forty times the net value. The mean is a small remainder of a large reversible exchange.

The independence of the profile was tested on a shape with an added ripple,

$$
n=n_0\left[1-0.6(x/d)^2+0.1\sin(9x/d)\right].
$$

The power was integrated directly over space and time for six lags between $-90^\circ$ and about $143^\circ$. The results agreed with the formula, using this profile's own end densities, to within $10^{-5}$ mW/cm$^2$.

The part containing the ion flux remains. Because $\Gamma_i$ and $n$ are static, the average over a period replaces $T$ by $T_0$:

$$
S_i=T_0\int_0^d\Gamma_i\,\partial_x\ln n\,dx .
$$

For an outward flux down a density slope, $\Gamma_i>0$ and $\partial_x\ln n<0$, so $S_i$ is negative. The electrons that accompany the ions outward climb against the ambipolar field. The field does the work $\Gamma_iE_a$ per volume on the ions, and its mean integral is $-S_i$. The energy that the electrons lose in this term is therefore the energy that the ions receive. The complete mean ambipolar power on the electrons is

$$
S=\tfrac12\,j_1T_1\Lambda\cos\varphi
+T_0\int_0^d\Gamma_i\,\partial_x\ln n\,dx .
$$

Quadrature removes the first term and leaves the second. The statement that the net ambipolar power vanishes in quadrature is thus true of the radio-frequency part, or of the whole if the steady outflow is neglected.

To evaluate the outflow term, a profile is needed. Take

$$
n=n_0\cos kx,\qquad \cos kd=\frac{n_s}{n_0},\qquad s=\sin kd .
$$

If ionization is proportional to the local density, its integral from the centre gives an ion flux proportional to $\sin kx$, so $\Gamma_i=\Gamma_i(d)\sin kx/s$. Since $\partial_x\ln n=-k\tan kx$,

$$
S_i=-\frac{T_0\Gamma_i(d)}{s}\int_0^d
k\,\frac{\sin^2kx}{\cos kx}\,dx .
$$

Write $\sin^2kx/\cos kx=1/\cos kx-\cos kx$. The integral of $k\cos kx$ is $\sin kx$. The derivative of $\operatorname{artanh}(\sin kx)$ is $k\cos kx/(1-\sin^2kx)=k/\cos kx$, which gives the other integral. Therefore

$$
S_i=-T_0\Gamma_i(d)
\left[\frac{\operatorname{artanh}s}{s}-1\right].
$$

In the example $s=\sqrt{1-0.3^2}=0.954$, and the bracket is 0.964. The edge flux is estimated by letting the ions leave at the Bohm speed, $\sqrt{T_0/M}$ with $M$ the ion mass. For argon this is $2.69\times10^5$ cm/s, so the ion current is $en_s$ times this speed, or 0.129 mA/cm$^2$. It follows that

$$
S_i=-3\times0.129\times0.964=-0.37\ \mathrm{mW/cm^2}.
$$

The complete ambipolar power at $60^\circ$ lag is then $0.18-0.37=-0.19$ mW/cm$^2$. A modest ion current outweighs the much larger alternating current because it acts with the whole of $T_0$ and does not reverse.

The other parts of the field in the momentum balance also do work. The collisional part $-\nu u$ gives the Ohmic power $\nu\Gamma_e^2/n$ per volume. Its radio-frequency contribution, with $\langle j^2\rangle=j_1^2/2$, is

$$
S_\Omega=\frac{\nu j_1^2}{2}\int_0^d\frac{dx}{n}
=\frac{\nu j_1^2}{2kn_0}\operatorname{artanh}s .
$$

With a round momentum-transfer coefficient of $10^{-7}$ cm$^3$/s and gas at 300 K, $\nu=1.6\times10^8$ s$^{-1}$, and $S_\Omega$ is 0.20 mW/cm$^2$. The radio-frequency ambipolar power is thus of the same size as Ohmic heating for the chosen modulation.

The inertial part of the field contributes $\Gamma_e(\partial_tu+u\,\partial_xu)$ per volume. Without outflow $\Gamma_e=-j$ is uniform in space. The first product is then $\partial_t(j^2/2)/n$, which has zero mean. The second integrates to

$$
-j\int_0^d\partial_x\frac{u^2}{2}\,dx
=-\frac{j^3}{2}\left(\frac1{n_s^2}-\frac1{n_0^2}\right),
$$

whose mean vanishes because $\langle\cos^3\omega t\rangle=0$. With the ion outflow included, the mean inertial power in the example is about 0.001 mW/cm$^2$. With the scalar pressure assumed here, the sum of all mean field powers in this section, including the small Ohmic power of the outflow, is 0.011 mW/cm$^2$. This small remainder is not a reliable prediction: a first-order estimate of the pressure anisotropy would lower it by about 0.2 mW/cm$^2$ and make it negative. In either case the field powers are too small to sustain the example. Ionization of argon costs about 16 eV, so replacing the ions that leave at 0.129 mA/cm$^2$ takes about 2 mW/cm$^2$, even without other losses. Energy must therefore also enter through the boundaries of the section.

## Phase, energy balance and the limits of uniform temperature

The symbols carried over are these. One side of the discharge has static density $n(x)$, from $n_0$ at the centre to $n_s$ at $x=d$, with $\Lambda=\ln(n_0/n_s)$. In atomic units the current towards the electrode is $j=j_1\cos\omega t$, and the uniform temperature is $T=T_0+T_1\cos(\omega t-\varphi)$. The radio-frequency current exchanges the ambipolar power $jT\Lambda$ with the electrons, whose mean is $S_{\rm rf}=\frac12j_1T_1\Lambda\cos\varphi$. A steady ion outflow adds a separate negative term, which is left aside below unless it is named.

The zero in quadrature has a cause that does not depend on sinusoidal waveforms. Define the transferred charge per area by $dq/dt=j$. If the current has zero mean, $q$ returns to its starting value after a period $\tau$, and the net power is

$$
S_{\rm rf}=\frac{\Lambda}{\tau}\int_0^\tau T\,j\,dt
=\frac{\Lambda}{\tau}\oint T\,dq .
$$

The integral is the signed area enclosed by the cycle in the plane of $q$ and $T$, just as the work of a piston is an area in the plane of volume and pressure. Suppose that $T$ is a single-valued function of $q$, and let $F$ be an antiderivative of that function. Then

$$
\oint T(q)\,dq=F\bigl(q(\tau)\bigr)-F\bigl(q(0)\bigr)=0 .
$$

The cycle retraces its own path and encloses no area. For a sinusoidal current, $q=(j_1/\omega)\sin\omega t$, apart from a constant. At $\varphi=90^\circ$ the temperature is $T_0+T_1\sin\omega t=T_0+(\omega T_1/j_1)q$, a straight line in this plane. At another phase the cycle is an ellipse of signed area $\pi(j_1/\omega)T_1\cos\varphi$. Multiplication by $\Lambda/\tau=\Lambda\omega/2\pi$ recovers $S_{\rm rf}$.

The energy balance shows when such a reversible relation arises. Consider a section with no conducted heat through its ends and no ion outflow, and let $N=\int_0^dn\,dx$ be its number of electrons per area. Electrons carry the enthalpy flux $\frac52\Gamma_eT$, which consists of thermal energy $\frac32T$ per electron and the work of the pressure. Since both $\Gamma_e$ and $T$ are uniform, as much enthalpy leaves at one end as enters at the other. The inertial power goes into the drift kinetic energy and its transport. What remains is heating by the ambipolar and Ohmic powers, less the collisional losses.

Let $T_0$ be the temperature at which losses balance mean Ohmic heating, and let $\gamma$ be the rate at which a small departure from $T_0$ decays. The oscillating part of the Ohmic power is at $2\omega$. To first order it produces no temperature change at $\omega$ and is omitted. The balance is then

So far, the net ambipolar power of a zero-mean radio-frequency current has been shown to depend on the area enclosed by the cycle of transferred charge and temperature, and to vanish when sinusoidal current and temperature are in quadrature. What remains is the energy balance equation itself, which opens the next part, the phase that follows from it, and the limits set by a uniform temperature and a fixed sheath edge.
